# Static Transverse Conductivity of a Free-Electron Metal at Finite Wavevector

A microwave field enters a cold, pure metal and loses most of its strength within a fraction of a micrometre. An electron in the same metal may travel several micrometres between collisions. It therefore crosses regions of very different field before it loses the momentum it has gained, and the current at a point is no longer fixed by the field at that point. Ohm's law in its local form fails. For a field that varies as a plane wave, current and field are still proportional, but the conductivity now depends on the wavevector $q$.

Let the field point along $x$ and vary along $z$, with components proportional to $e^{i(qz-\omega t)}$ and $q>0$. This is a transverse field, since it is perpendicular to its wavevector. The metal is a degenerate gas of free electrons with charge $-e$, density $n$, mass $m$, Fermi wavevector $k_F$ and Fermi velocity $v_F$. Collisions are described by a relaxation time $\tau$. With

$$l=v_F\tau,\qquad \sigma_0=\frac{ne^2\tau}{m},\qquad a=ql,$$

the result to be derived is

$$\boxed{\sigma_T(q)=\sigma_0F(a),\qquad F(a)=\frac{3}{2a^3}\left[(1+a^2)\arctan a-a\right]}$$

and, for $ql\gg1$,

$$\sigma_T(q)\to\frac{3\pi}{4ql}\,\sigma_0 .$$

The word "static" needs care. A transverse field has a curl, so by Faraday's law it comes with a changing magnetic field of amplitude $B=qE/\omega$. At fixed $E$ this diverges as $\omega\to0$. The meaning here is therefore quasi-static: the field amplitude is first made small at fixed $\omega$, so that the response is linear, and then $\omega\tau\ll1$ is taken. The result is the dissipative part of the response, the part in phase with $E$.

## First derivation: the kinetic equation for a plane wave

For $q\ll k_F$ the electrons can be described by a distribution $f(\mathbf r,\mathbf k,t)=f_0(\varepsilon)+\delta f$, where $f_0$ is the Fermi function. The Boltzmann equation is

$$\frac{\partial f}{\partial t}+\mathbf v\cdot\nabla f-\frac e\hbar(\mathbf E+\mathbf v\times\mathbf B)\cdot\frac{\partial f}{\partial\mathbf k}=-\frac{\delta f}{\tau}.$$

To first order in the field, the force term contains $\partial f_0/\partial\mathbf k=\hbar\mathbf v f_0'$, with $f_0'=df_0/d\varepsilon$. The magnetic part is then proportional to $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$ and drops out. For the plane wave, $\partial/\partial t\to-i\omega$ and $\mathbf v\cdot\nabla\to iqv_z$, so

$$\left(\frac1\tau-i\omega+iqv_z\right)\delta f=eEv_xf_0',
\qquad
\delta f=\frac{e\tau Ev_xf_0'}{1-i\omega\tau+iqv_z\tau}.$$

**Why one relaxation time is enough.** Collisions also scatter electrons into each state. If scattering is elastic and isotropic, the number arriving is proportional to the average of $\delta f$ over directions. Here $\delta f\propto v_x\propto\cos\varphi$, where $\varphi$ is the azimuth about $z$, and this average vanishes. The relaxation term is then the full collision term.

A longitudinal field shows that this depends on the geometry. Let $\mu=v_z/v_F$, and let $\psi$ be the angular part of $\delta f$. With isotropic in-scattering and a drive along $z$,

$$(1+ia\mu)\psi-\langle\psi\rangle=\mu,$$

where the brackets denote the average over directions. Averaging the equation gives $ia\langle\mu\psi\rangle=0$. The static longitudinal current vanishes, as charge conservation demands. Without the in-scattering term, the same equation at $a=2$ would give 0.335 of the bulk current.

**The current.** Now set $\omega\tau\ll1$. Including two spin states,

$$j_x=-2e\int\frac{d^3k}{8\pi^3}\,v_x\,\delta f
=\frac{e^2\tau E}{4\pi^3}\int d^3k\,\frac{v_x^2(-f_0')}{1+iqv_z\tau}.$$

At temperatures far below the Fermi temperature, $-f_0'$ acts as a delta function at the Fermi energy. Since $d\varepsilon=\hbar v\,dk$, the radial integral gives a factor $k_F^2/(\hbar v_F)$. With $v_x^2=v_F^2(1-\mu^2)\cos^2\varphi$ and $\int_0^{2\pi}\cos^2\varphi\,d\varphi=\pi$,

$$\sigma_T=\frac{e^2\tau k_F^2v_F}{4\pi^2\hbar}\int_{-1}^{1}\frac{1-\mu^2}{1+ia\mu}\,d\mu .$$

The relations $\hbar k_F=mv_F$ and $k_F^3=3\pi^2n$ turn the prefactor into $\tfrac34\sigma_0$. Next write

$$\frac1{1+ia\mu}=\frac{1-ia\mu}{1+a^2\mu^2}.$$

The imaginary part is odd in $\mu$ and integrates to zero. The real part is even, so

$$F(a)=\frac32\int_0^1\frac{1-\mu^2}{1+a^2\mu^2}\,d\mu. \tag{1}$$

To integrate, use $\mu^2=[(1+a^2\mu^2)-1]/a^2$ in the numerator:

$$\frac{1-\mu^2}{1+a^2\mu^2}=-\frac1{a^2}+\left(1+\frac1{a^2}\right)\frac1{1+a^2\mu^2}.$$

Since $\int_0^1d\mu/(1+a^2\mu^2)=(\arctan a)/a$,

$$F(a)=\frac32\left[-\frac1{a^2}+\frac{1+a^2}{a^3}\arctan a\right],$$

which is the stated form.

**Small $ql$.** Expanding the denominator of (1) gives integrals $\int_0^1(1-\mu^2)\mu^{2p}d\mu$, equal to $2/3$, $2/15$ and $2/35$ for $p=0,1,2$. Hence

$$F(a)=1-\frac{a^2}{5}+\frac{3a^4}{35}-\cdots .$$

The bulk value is recovered when the field hardly changes over a free path.

**Large $ql$.** Here $\arctan a=\pi/2-1/a+1/(3a^3)-\cdots$, so

$$(1+a^2)\arctan a-a=\frac{\pi a^2}{2}-2a+\frac\pi2+O(1/a),$$

where $-2a$ is the sum of $-a$ from the product and the explicit $-a$. Multiplication by $3/(2a^3)$ gives

$$F(a)=\frac{3\pi}{4a}-\frac3{a^2}+\frac{3\pi}{4a^3}+O(a^{-4}). \tag{2}$$

The first term is the required limit. The second shows how slowly it is approached: the limiting law lies above $F$ by a fraction of about $4/(\pi a)$ of $F$. At $a=10$, $F$ is still only 0.882 of the limiting law; at $a=100$ the ratio is 0.987.

**Which electrons carry the current.** For large $a$, the denominator in (1) suppresses all directions except those with small $\mu$. An electron with $|\mu|\gg1/a$ passes through many periods of the field in one free path, and the impulses it receives nearly cancel. The part of the integral from $\mu<1/a$ is, to leading order,

$$\int_0^{1/a}\frac{d\mu}{1+a^2\mu^2}=\frac{\pi}{4a},$$

half of the full leading value $\pi/(2a)$. Half of the limiting conductivity thus comes from a belt of electrons moving within an angle of about $1/(ql)$ of the planes of constant field. This belt holds a fraction $1/(ql)$ of the Fermi surface.

The limit has another notable property. From $\sigma_0/l=ne^2/(\hbar k_F)=e^2k_F^2/(3\pi^2\hbar)$,

$$\sigma_T\to\frac{e^2k_F^2}{4\pi\hbar q}. \tag{3}$$

Neither $\tau$ nor $m$ remains. A longer free path lets each useful electron gain more momentum, but narrows the belt of useful electrons in the same proportion.

## Second derivation: adding up the past of each electron

The same result can be reached without a plane wave or a differential equation. Consider the electrons that arrive at $\mathbf r$ with velocity $\mathbf v=v_F\hat{\mathbf n}$. Assume that they left their last collision with the equilibrium distribution and have since moved in a straight line. The probability that the last collision happened between $t'$ and $t'+dt'$ ago is $e^{-t'/\tau}dt'/\tau$.

Since that collision, the field has done work

$$W(t')=-e\int_0^{t'}\mathbf v\cdot\mathbf E(\mathbf r-\mathbf vt'')\,dt''$$

on the electron. For $\omega\tau\ll1$ the field may be taken at the present time throughout the flight. An electron that now has energy $\varepsilon$ started with $\varepsilon-W$, so its state is occupied with probability $f_0(\varepsilon-W)\approx f_0-f_0'W$. Averaging over the time of the last collision and integrating by parts gives

$$\delta f=-f_0'\int_0^\infty\frac{dt'}\tau e^{-t'/\tau}W(t')
=ef_0'\int_0^\infty dt'\,e^{-t'/\tau}\,\mathbf v\cdot\mathbf E(\mathbf r-\mathbf vt').$$

The boundary term vanishes because $W(0)=0$ and the exponential removes the upper end.

This is inserted in $\mathbf j=-2e\int d^3k\,\mathbf v\,\delta f/(8\pi^3)$. The energy integral again gives $k_F^2/(\hbar v_F)$ per unit solid angle. With $R=v_Ft'$ and $dt'=dR/v_F$, all powers of $v_F$ cancel:

$$\mathbf j(\mathbf r)=\frac{3\sigma_0}{4\pi l}\int d\Omega\int_0^\infty dR\;\hat{\mathbf n}\,[\hat{\mathbf n}\cdot\mathbf E(\mathbf r-R\hat{\mathbf n})]\,e^{-R/l}.$$

The prefactor was $e^2k_F^2/(4\pi^3\hbar)$, rewritten with the expression for $\sigma_0/l$ above (3).

**The kernel for a layered field.** Let $\mathbf E$ point along $x$ and depend on $z$ alone. The azimuthal integral of $n_x^2$ is $\pi(1-\mu^2)$. An electron with direction cosine $\mu$ that reaches $z$ from the plane $z'$ has travelled $R=|z-z'|/|\mu|$, so $dR=dz'/|\mu|$ in magnitude. Electrons with $\mu>0$ come from $z'<z$, and those with $\mu<0$ from $z'>z$. With $s=1/|\mu|$, for which $d\mu/\mu$ becomes $ds/s$ in magnitude,

$$j_x(z)=\int_{-\infty}^{\infty}K(z-z')E_x(z')\,dz',$$

$$K(z)=\frac{3\sigma_0}{4l}\int_1^\infty\left(\frac1s-\frac1{s^3}\right)e^{-s|z|/l}\,ds. \tag{4}$$

Integrated over all $z$, the exponential gives $2l/s$. The total weight is then

$$\frac{3\sigma_0}2\int_1^\infty\left(\frac1{s^2}-\frac1{s^4}\right)ds=\frac{3\sigma_0}{2}\cdot\frac23=\sigma_0,$$

so a uniform field gives the bulk conductivity.

**Back to wavevector $q$.** For $E_x\propto e^{iqz}$, the conductivity is the Fourier transform of $K$. Since

$$\int_{-\infty}^{\infty}e^{-s|z|/l}e^{-iqz}\,dz=\frac{2s/l}{s^2/l^2+q^2}=\frac{2ls}{s^2+a^2},$$

it follows that

$$F(a)=\frac32\int_1^\infty\frac{s^2-1}{s^2(s^2+a^2)}\,ds. \tag{5}$$

Partial fractions give

$$\frac{s^2-1}{s^2(s^2+a^2)}=-\frac1{a^2s^2}+\left(1+\frac1{a^2}\right)\frac1{s^2+a^2}.$$

The first term integrates to $-1/a^2$. The second contains

$$\int_1^\infty\frac{ds}{s^2+a^2}=\frac1a\left(\frac\pi2-\arctan\frac1a\right)=\frac{\arctan a}{a}.$$

Their sum is again the boxed formula.

**The limit in real space.** Put $s=at$ in (5):

$$F(a)=\frac3{2a}\int_{1/a}^\infty\left(1-\frac1{a^2t^2}\right)\frac{dt}{1+t^2}.$$

The subtracted term is smaller than $a^{-2}\int_{1/a}^\infty dt/t^2=1/a$, so it vanishes as $a\to\infty$. The remaining integral tends to $\pi/2$, and $F\to3\pi/(4a)$.

The values that matter are $t\sim1$, or $s\sim a$. In (4) these belong to distances $|z|\sim l/s\sim1/q$, much shorter than $l$. At such distances the kernel has a simple shape. With $\zeta=|z|/l$, the derivative of the integral in (4) with respect to $\zeta$ is

$$-\int_1^\infty\left(1-\frac1{s^2}\right)e^{-\zeta s}ds=-\frac1\zeta+O(1),$$

so $K\approx(3\sigma_0/4l)[\ln(l/|z|)+\text{constant}]$. A constant has no Fourier component at $q\neq0$. The logarithm's shape does not involve $l$, and its coefficient contains $\sigma_0/l$, from which $\tau$ cancels. This is the real-space reason for (3).

## What each derivation assumes

Both derivations use classical trajectories between collisions, a degenerate electron gas, a weak field and an unbounded metal. Both also use a single relaxation time. They check each other's algebra, but their agreement is no evidence for these shared assumptions.

The first assumes a plane wave from the start. In return it extends easily. At finite frequency the denominator is $z+ia\mu$ with $z=1-i\omega\tau$. Dividing by $z$ gives

$$\sigma(q,\omega)=\sigma_0\,\frac{F(a/z)}{z}.$$

Scattering that depends on angle can also be included. Let $\tau_o$ be the time for scattering out of a state, $a_o=qv_F\tau_o$, and let the in-scattering carry the weight $1+3g\,\hat{\mathbf n}\cdot\hat{\mathbf n}'$, where $g$ is the mean cosine of the scattering angle. Symmetry leaves only the average $J=3\langle n_x\psi\rangle$, and the kinetic equation becomes $(1+ia_o\mu)\psi=n_x(1+gJ)$. Solving for $\psi$ and averaging gives $J=(1+gJ)F(a_o)$. At $q=0$, $J=1/(1-g)$, so $l=v_F\tau_o/(1-g)$ is the free path that belongs to the bulk resistivity. Relative to the bulk,

$$\frac{\sigma_T}{\sigma_0}=\frac{(1-g)F(a_o)}{1-gF(a_o)},\qquad a_o=(1-g)ql.$$

At fixed $g<1$ and $ql\to\infty$ this still tends to $3\pi/(4ql)$.

The second derivation spells out what the term $-\delta f/\tau$ means for each collision: electrons leave a state at the rate $f/\tau$ and return at the rate $f_0/\tau$, so every electron restarts from equilibrium, with no memory of its earlier direction. It needs no plane wave, and (4) holds for any layered field in the bulk. It also shows what a surface changes. Paths that would begin outside the metal are cut off or reflected, so the kernel no longer depends on $z-z'$ alone, and a single $\sigma_T(q)$ no longer suffices without a rule for reflection.

## Gold at 4 K and 10 GHz

Take gold as a free-electron metal with one electron per atom. The inputs are rough typical values: a lattice constant of 0.408 nm and a residual resistivity $\rho=0.022\ \mu\Omega\,$cm, one hundredth of the room-temperature value of 2.2 $\mu\Omega\,$cm. They give $n=5.89\times10^{22}\ \mathrm{cm^{-3}}$, $k_F=12.04\ \mathrm{nm^{-1}}$ and

$$l=\frac{\hbar k_F}{ne^2\rho}=3816\ \text{nm}.$$

A natural wavevector follows from Maxwell's equations. Without the displacement current, the induced current enters as $(q^2-i\mu_0\omega\sigma_T)E$, and it begins to screen the field where

$$q^2=\mu_0\omega\,\sigma_T(q).$$

This sets a scale for the skin layer; it does not solve the surface problem. The solution is $1/q=168.4$ nm, so $ql=3816/168.4\approx22.7$. Then $F=0.0983$ and

$$\sigma_T=0.0983\times4.545\times10^7=4.47\times10^6\ \text{S/cm}.$$

The limiting law gives $4.72\times10^6$ S/cm, 5.7% above the full formula; the estimate $4/(\pi a)$ gives 5.6%. Electrons with $|\mu|<1/(ql)$, within about 2.5 degrees of the planes of constant field, carry 53% of the current. Doubling $l$ at fixed $q$ doubles the bulk conductivity but raises $\sigma_T$ by only 2.8%. At room temperature and the same frequency, $l=38.2$ nm and $ql=0.072$. The conductivity is then within about 0.1% of its bulk value, and the local law suffices.

How far can the cold result be trusted for real gold? The weakest assumption is the spherical Fermi surface. Gold's real surface bulges into necks that touch the zone faces, whose centres lie at $1.108\,k_F$. Ellipsoids give a first measure of the sensitivity. For semi-axes $K_i$ and masses $m_i=\hbar^2K_i^2/(2E_F)$, scaling each component of $\mathbf k$ by $K_i$ turns the surface into a sphere and gives

$$\sigma_{xx}=\frac{ne^2\tau}{m_x}F(qv_{z,\max}\tau)\to\frac{3\pi ne^2}{4\hbar q}\frac{K_z}{K_x^2},$$

because $m_xv_{z,\max}=\hbar K_x^2/K_z$. With $q$, $\tau$, $E_F$ and the enclosed volume held fixed, a stretch by 1.108 along the wavevector raises $\sigma_T$ by 22%. The same stretch along the field lowers it by 22%. Smooth stretching alone thus gives errors of tens of per cent.

Necks can do more. Between neighbouring necks the surface can be almost flat along the wavevector. There $v_z$ stays small over a wide strip, and many more electrons are useful. A simple model shows how large the effect can be. Take a half-filled band with energy proportional to $-(\cos X\cos Y+\cos Y\cos Z+\cos Z\cos X)-0.080(\cos2X+\cos2Y+\cos2Z)$, where $X,Y,Z$ are the components of $\mathbf k$ times half the lattice constant. Its necks have a radius of about $0.18\,k_F$, close to gold's. With a constant $\tau$ and the same $q$ and bulk resistivity as above, $\sigma_T$ is about 2.3 times the sphere's value for a wavevector along [001] and a field along [100]. It is about half the sphere's value for a wavevector along [110] and a field along $[1\bar10]$. The model has gold's band filling and roughly its neck radius, but the rest of its surface is not fitted to gold. It shows that an error of a factor of two is possible for a real crystal, in a direction that depends on the orientation. Values for gold itself require its measured Fermi surface.

The other corrections found here are smaller:

- **Scattering angle.** At the same bulk resistivity, $g=0.5$ raises $\sigma_T$ by 4.4%. The weight $1+3g\,\hat{\mathbf n}\cdot\hat{\mathbf n}'$ is negative for some angles when $g>1/3$, so this is a gauge of sensitivity, not a possible scattering law.
- **Frequency.** With $\omega\tau=0.17$, the ratio $\sigma(q,\omega)/\sigma_T$ is $0.9999+0.0095i$. A finite frequency in effect replaces $\tau$ by $\tau/(1-i\omega\tau)$, and the correction is small because the leading term of $\sigma_T$, given by (3), does not depend on $\tau$.
- **Quantum and thermal effects.** The recoil ratio $q/(2k_F)$ is $2.5\times10^{-4}$, and $k_BT/E_F$ is $6\times10^{-5}$.
- **Orbital magnetization.** The Landau susceptibility $\chi$ gives a non-dissipative current of relative size $|\chi|q^2/(\mu_0\omega\sigma_T)$, which equals $|\chi|=3.6\times10^{-6}$ at the chosen $q$. At fixed $q$ it grows as $1/\omega$, which is why the static limit was restricted to the dissipative part.

The wave's own magnetic field, which varies in space with the wave, also sets a limit. It matters if it can turn an electron out of the narrow belt within a time $\tau$. This happens at about $m/(e\tau ql)=92$ mT, so the linear result requires the wave's field to be well below that value. A uniform applied field perpendicular to the wavevector is less restrictive in an unbounded metal. It turns some electrons out of the belt but turns others in, and the shorter stay of each is made up by the larger number that pass through. Such a field changes $\sigma_T(q)$ appreciably only when electrons complete a good part of an orbit between collisions, which here takes fields above $m/(e\tau)=2.1$ T. In the static limit the change is still under 1% at that field, and it is a rise of about 10% at twice that field. The numerical output lists the remaining values.

## Calculated quantities

```
F(a) and its ratio to the limit 3 pi/(4a), dimensionless
  a =   0.1: F = 0.99801, F/limit = 0.0424
  a =   1.0: F = 0.85619, F/limit = 0.3634
  a =  10.0: F = 0.20788, F/limit = 0.8823
  a = 100.0: F = 0.02326, F/limit = 0.9874
longitudinal control a=2, no in-scattering: 0.3348
longitudinal control a=2, conserving: below 1e-9: True
GOLD, free-electron model, rough inputs
lattice constant           0.408 nm
residual resistivity       0.022 uOhm cm
room-temp. resistivity     2.2 uOhm cm
frequency                  10 GHz
temperature                4 K
electron density           5.890e+22 cm^-3
Fermi wavevector           12.04 nm^-1
Fermi velocity             1.393e+08 cm/s
Fermi energy               5.52 eV
mean free path             3816 nm
relaxation time            2.74 ps
classical skin depth       74.7 nm
wavevector q               0.00594 nm^-1
1/q                        168.4 nm
ql                         22.67
F(ql)                      0.09830
bulk conductivity          4.545e+07 S/cm
sigma_T                    4.468e+06 S/cm
limiting law               4.725e+06 S/cm
limit / sigma_T            1.0574
share from |mu|<1/(ql)     0.5284
sigma_T factor, l doubled  1.0282
room temp.: l              38.2 nm
room temp.: 1/q            528 nm
room temp.: ql             0.0723
room temp.: F              0.99896
NEGLECTED EFFECTS at the 4 K values
angular mesh shift 150/300 3.6e-06
omega*tau                  0.172
sigma(q,omega)/sigma_T     0.9999 +0.0095 i
mean scattering cosine     0.5
sigma ratio, forward scat. 1.0436
zone-face distance / k_F   1.1080
sigma ratio, stretch on q  1.2204
sigma ratio, stretch on E  0.7759
quantum recoil q/(2 k_F)   2.47e-04
thermal kT/E_F             6.24e-05
Landau |chi| (SI)          3.60e-06
displacement (omega/cq)^2  1.25e-09
orbit-bending field        92 mT
```
